Why phonon mass enhancement drops out of the DC resistivity

**What dimensions and the static limit allow**

Take an isotropic parabolic metal with electron density n, band mass m_b and electron charge −e. Let isotropic elastic scattering give each band state an energy width Γ = ħ/τ. For weak scattering the resistivity is proportional to the scattering rate. Up to a dimensionless factor, only one resistivity linear in Γ can be formed from these quantities:

ρ = [m_bΓ/(n e²ħ)] F(λ).

The dimensionless electron-phonon coupling λ can enter through F, and dimensional analysis cannot say how. Ratios such as Γ/E_F are taken as small, where E_F is the Fermi energy.

The static limit settles F. Let ω be the electron energy from the Fermi level and ξ the bare band energy from the same level. Near the Fermi surface at zero temperature, phonons change the inverse propagator to

G⁻¹ = (1+λ)ω − ξ + iΓ/2.

The static current at zero temperature is carried at ω = 0. There λ disappears from G, so F(λ) = F(0) = 1, the Drude value. The factor 1+λ multiplies energy, and the static current at zero temperature, carried at ω = 0, does not sample it. Not every static quantity is blind to it: the low-temperature electronic specific heat counts states per unit ω and is raised by 1+λ.

**The counter-example**

Take n = 180 nm⁻³, m_b equal to the free-electron mass, λ = 0.40 and Γ = 5.0 meV, at 10 K. Then

m_b/(n e²ħ) = 0.02995 µΩ cm per meV.

If the enhanced mass m* = (1+λ)m_b is put into the Drude formula while Γ is kept, the result is

ρ_wrong = 1.40 × 5.000 × 0.02995 = 0.210 µΩ cm.

To see what was left out, divide the inverse propagator by 1+λ, and write s = Γ/2 and Z = 1/(1+λ):

G = Z/(ω − Zξ + iZs).

The quasiparticle energy is Zξ, so its velocity is v* = Zv_F. The Fermi wavevector k_F has not moved, hence m* = ħk_F/v* = m_b/Z. The full width in energy is 2Zs, so

ħ/τ* = ZΓ, or τ* = (1+λ)τ.

The same interaction that makes the quasiparticle heavy makes it live longer. In golden-rule terms, the squared impurity matrix element gains Z² and the density of final states gains 1/Z, leaving Z. The Drude formula with both quantities renormalised gives

ρ = m*/(n e²τ*) = (m_b/Z)(ZΓ)/(n e²ħ) = m_bΓ/(n e²ħ).

For the example, the spectral peaks computed with the full self-energy give m*/m_b = 1.405 and an energy width of 3.566 meV. Their product is 5.011 meV, so the resistivity is 0.150 µΩ cm, not 0.210. The opposite mixture, m_b with τ*, gives 0.107 µΩ cm.

The mean free path shows the same cancellation:

v*τ* = (Zv_F)(τ/Z) = v_Fτ.

With v_F = 2.022 nm/fs and τ* = 184.6 fs, this is (2.022/1.405) × 184.6 ≈ 266 nm. Combining v_F with τ* would overstate it by 1+λ.

**The self-energy behind λ**

Let Ω be a phonon energy, α²F(Ω) the electron-phonon spectrum, and f and n_B the Fermi and Bose functions. In the Migdal approximation, second-order emission and absorption give the retarded self-energy

Σ(ω) = −iΓ/2 + ∫dΩ α²F(Ω) ∫dε { [n_B+1−f(ε)]/(ω−ε−Ω+i0) + [n_B+f(ε)]/(ω−ε+Ω+i0) }.

The propagator is G = 1/(ω−ξ−Σ). Since Im[1/(x+i0)] = −πδ(x), the width 2s(ω) = −2 ImΣ(ω) is

2s(ω) = Γ + 2π∫dΩ α²F(Ω)[2n_B(Ω) + f(Ω+ω) + f(Ω−ω)].

This is the golden-rule scattering rate times ħ, with no mass enhancement in it.

At zero temperature n_B = 0, and f restricts the first ε-integral to ε > 0 and the second to ε < 0. Their cutoff logarithms cancel:

ReΣ(ω) = ∫dΩ α²F(Ω) ln|(Ω−ω)/(Ω+ω)|.

For small ω the logarithm is −2ω/Ω, so

ReΣ ≈ −λω, with λ = 2∫dΩ α²F(Ω)/Ω.

Thus ω − ReΣ = (1+λ)ω, as used above.

The example takes α²F = λ(Ω/Ω_D)² up to Ω_D = 40 meV, which satisfies this definition of λ.

**The cancellation at each energy**

The quasiparticle expansion is not essential. Apply a field E cos νt, for which the coupling amplitude at each frequency ±ν is e v_xE/(2ν). Let A = −ImG/π be the spectral function. If successive collisions are treated as uncorrelated, the golden rule gives the net absorbed power per volume, including both spins:

P = ħν (2π/ħ)(eE/2ν)² (2/V)Σ_k v_x² ∫dω A(ω)A(ω+ħν)[f(ω)−f(ω+ħν)].

Here V is the volume. Setting P = σE²/2 gives

σ(ν) = (πe²/ν)(2/V)Σ_k v_x² ∫dω A(ω)A(ω+ħν)[f(ω)−f(ω+ħν)].

As ν → 0, the bracket becomes ħν(−f′). Near the Fermi surface, the velocity sum per unit ξ is N v_F²/3, where N is the density of states for both spins. With N = 3n/(2E_F) and v_F² = 2E_F/m_b, this equals n/m_b. Hence

σ = (n e²ħ/m_b) π∫dω(−f′)∫dξ A².

At fixed ω, put y = ω − ReΣ(ω) − ξ. The real part merely shifts the integration variable:

∫dξ A² = (s²/π²)∫dy/(y²+s²)² = (s²/π²)(π/2s³) = 1/(2πs).

Therefore

σ = (n e²/m_b)∫dω(−f′) ħ/[2s(ω)].

This cancellation does not require low temperature or a linear ReΣ. It requires a self-energy independent of ξ and a band that is wide and smooth on the scales of s and ReΣ. Using the Fermi-surface value n/m_b for the velocity sum also requires the band to be smooth on the scale of k_BT.

A direct integration over the finite parabolic band, with Γ held at 5.0 meV and T at 10 K, gives 0.1498, 0.1502 and 0.1511 µΩ cm for λ = 0, 0.4 and 1.2. The last differs from the first by less than 1%, whereas 1+λ would multiply it by 2.2. The small increases scale with λ because phonon absorption and emission at 10 K add a term proportional to α²F to 2s. They nearly vanish once collision memory is included, as in the next section, because in this model these low-energy phonons scatter almost forward.

**The general statement, with collision memory**

Phonon collisions can leave an electron moving nearly forward, so the uncorrelated formula needs correcting. The corrected statement is

ρ⁻¹ = (n e²ħ/m_b)∫dω(−f′)φ(ω),

where φ, an inverse energy, solves a Boltzmann equation with bare rates.

For the proof, let a slowly varying static potential energy U(x) act on the electrons, with dU/dx = eE. At fixed total energy ε, the local energy is ω = ε − U. The real part of the inverse propagator defines

H = ξ_k + U + ReΣ(ε−U).

Let g be the occupied spectral density, equal to fA in equilibrium. To first order in gradients, the steady kinetic equation is

(∂H/∂k)·(∂g/∂x) − (∂H/∂x)·(∂g/∂k) = −C,

apart from a similar bracket containing the occupied part of Σ and ReG. Now integrate over ξ at fixed direction:

1. Σ is independent of k in equilibrium, so ∂H/∂k = ħv, with the bare velocity.
2. In the second term, ∂g/∂k is a total derivative in ξ at first order in the field, so its integral vanishes. This removes the term containing ReΣ.
3. The additional bracket vanishes for the same two reasons: its k-derivative of Σ is zero, and its k-derivative of ReG integrates to zero.

Define h = ∫dξ g. Locally h = f(ε−U), whose x-derivative is eE(−f′). What remains is

ħv_x eE(−f′) = −C[h].

For phonons in equilibrium, C contains departures h(1−h′) and arrivals h′(1−h), where the prime on h marks the energy ω′ and the direction of the other state. Write the response as

h = f − eEħv_x(−f′)φ(ω).

For emission, ω′ = ω−Ω, the coefficient of δh(ω) is

(n_B+1)(1−f(ω′)) + n_Bf(ω′) = n_B+1−f(ω′).

For absorption, ω′ = ω+Ω, it is n_B+f(ω′). Multiplied by 2πα²F, these define the kernel K(ω,ω′). Its integral over ω′ is 2s−Γ. In equilibrium, departures and arrivals balance, so (−f′(ω))K(ω,ω′) is symmetric under exchange of the energies. The linearised collision term therefore contains φ(ω) − cosθ φ(ω′), where θ is the scattering angle. Isotropic elastic arrivals average to zero. Cancelling the common factor leaves

2s(ω)φ(ω) − ∫dω′ K_in(ω,ω′)φ(ω′) = 1.

K_in is K with α²F weighted by cosθ. The current is −e(2/V)Σ_k v_x∫dω δg. Its velocity sum is again n/m_b, which gives the stated conductivity. Neither ReΣ nor m* remains. Elastic scattering alone gives φ = 1/Γ and returns the Drude result.

**How λ still raises the resistivity**

Coupling to phonons enters through the rate. Let α²_trF be α²F weighted by 1−cosθ. A constant φ gives the trial width

ħ/τ_tr = Γ + ∫dω(−f′)2π∫dΩ α²_trF[2n_B+f(Ω+ω)+f(Ω−ω)].

It is an upper bound on the true transport width. Write the Boltzmann equation as Mφ = 1, with inner products weighted by −f′. M is symmetric and positive, so the Cauchy-Schwarz inequality gives

1 = ⟨1,Mφ⟩² ≤ ⟨1,M1⟩⟨φ,Mφ⟩ = (ħ/τ_tr)⟨1,φ⟩,

and 1/⟨1,φ⟩ is the true width.

To do the energy integral, use −f′ = f(1−f)/k_BT and detailed balance. Emission and absorption contribute equally, giving a total of

(2/k_BT)(n_B+1)∫dω f(ω)[1−f(ω−Ω)].

The identity f(ω)[1−f(ω−Ω)] = n_B[f(ω−Ω)−f(ω)] makes the last integral Ωn_B. With x = Ω/(2k_BT) and n_B(n_B+1) = 1/(4 sinh²x),

ħ/τ_tr = Γ + 4πk_BT∫(dΩ/Ω)α²_trF (x/sinh x)².

At high temperature x/sinh x → 1. With λ_tr = 2∫dΩ α²_trF/Ω, the phonon part becomes 2πλ_trk_BT. Here λ_tr measures scattering; it brings no mass factor into the static resistivity.

In the example, phonon energy is proportional to wavevector q and reaches Ω_D at q = 2k_F. Then 1−cosθ = q²/(2k_F²) = 2(Ω/Ω_D)², so α²_trF = 2λ(Ω/Ω_D)⁴ and λ_tr = 0.40. The Boltzmann solution at 300 K gives a width of 61.4 meV, hence

ρ = 61.39 × 0.02995 = 1.84 µΩ cm.

The constant trial gives 62.1 meV, about 1% above the solution. The uncorrelated formula gives 63.6 meV. The linear law predicts a phonon part of 65.0 meV, compared with 57.1 meV in the trial formula, so 300 K is not yet in the linear limit. At 400 K, ρ is 2.55 µΩ cm.

**Where the enhanced mass can be seen**

At low temperature and small frequency, let W = ħν. The two spectral functions in σ(ν) are Lorentzians in ξ, separated by (1+λ)W and each of half-width Γ/2. Their overlap is a Lorentzian of half-width Γ, and ∫dω[f(ω)−f(ω+W)] = W. Thus

Re σ = (n e²ħ/m_b) Γ/[(1+λ)²W²+Γ²].

The height at W = 0 has no λ, while the half-width is Γ/(1+λ) and the area is reduced by 1+λ. This is the uncorrelated result. With collision memory, the changed occupations also shift ReΣ, and the factor 1+λ in this low-frequency response becomes 1+λ_tr. The example has λ_tr = λ, so its low-frequency factor stays 1.40. The formula predicts 5.0/1.40 = 3.57 meV; the uncorrelated calculation with the full self-energy at 10 K gives 3.56 meV. In that calculation the optical mass, defined as −(n e²/ν) Im(1/σ) for a time dependence exp(−iνt), is 1.41m_b at 1 meV and 1.003m_b at 1000 meV, far above the phonon energies. In real aluminium, transitions between bands also contribute near the higher energy, and this one-band model omits them.

The mass factor also depends on temperature. The slope −dReΣ/dω at the Fermi level is 0.403 at 10 K, rises slightly to about 0.44 near 60–80 K, and then falls to 0.155 at 300 K and 0.098 at 400 K. Multiplying the 300 K resistivity by 1.40, which gives 2.57 µΩ cm, therefore uses a mass factor that no longer describes the Fermi-level slope, besides omitting the lifetime change.

**Reading the result for an interconnect**

The electron density, λ and the highest phonon energy are rough values for aluminium. The phonon dispersion is not: a single linear branch that reaches 40 meV at 2k_F implies a sound speed of about 1.7 km/s, well below aluminium's. The model also omits umklapp scattering, in which the lattice takes up momentum and a low-energy phonon can turn an electron through a large angle. Bulk aluminium has a room-temperature resistivity of roughly 2.7 µΩ cm, so the model's 1.84 is low by about a third. That figure includes the 5 meV elastic width, which pure metal lacks; without it the model gives 1.69 µΩ cm, low by 38%. The parabolic band is one weak assumption: a rough optical band mass of 1.5 free-electron masses, with the scattering width held fixed, raises the result to 2.76 µΩ cm, or 2.53 µΩ cm without the elastic width. That mass comes from band structure and is distinct from 1+λ. Since the inputs are rough, the closeness to the bulk value does not validate the model.

Narrow conductors also break the assumption of bulk scattering. At 300 K the model's mean free path is l = 21.7 nm. In a film of thickness d with fully diffuse faces, a path at direction cosine μ to the normal loses its memory at a face. At a distance z from the face it left, it therefore carries only the fraction 1−exp(−z/(lμ)) of its bulk current. Averaging this fraction over z from 0 to d, and over directions with the weight (3/2)(1−μ²) from the squared velocity along the field, gives

σ_film/σ = (3/2)∫₀¹dμ(1−μ²){1−(lμ/d)[1−exp(−d/(lμ))]}.

For d = 20 nm this raises the resistivity by a factor of 1.50, to 2.76 µΩ cm with the original band mass. The formula uses one mean free path for all energies and neglects in-scattering; in this model, keeping the energy and angle dependence of the collisions raises the factor by about 0.2%. An unexplained excess of about 40% in a thin conductor is therefore no evidence for a phonon mass factor. Grain boundaries can add further scattering.

The cancellation itself has limits. A static self-energy linear in ξ changes the band velocity and must be included in m_b. A self-energy that depends jointly on ω and ξ, a band as narrow as the phonon energies, or phonons dragged out of equilibrium requires a new calculation. Here, with the chemical potential fixed and the self-energy kept in its wide-band form, the finite band changes the uncorrelated result at 400 K by a relative amount of order 10⁻⁵. A self-energy recomputed for an asymmetric band would also contain a constant energy shift, and the chemical potential would have to follow it to keep the electron density fixed. The Migdal parameter λΩ_D/E_F is 1.4 × 10⁻³, and k_Fl is 273 at 400 K, so the example lies well within the wide-band, weak-scattering regime. The remaining values are in the numerical output.

Calculated quantities

```
INPUT (rough aluminium-like model)
electron density = 180 nm^-3
band mass = 1.0 m_e
lambda = 0.40, lambda_tr = 0.40
highest phonon energy = 40 meV
elastic width Gamma = 5.0 meV
Fermi energy = 11.62 eV
Fermi velocity (bare) = 2.022e6 m/s
resistivity per meV of width = 0.02995 uOhm cm/meV
QUASIPARTICLE AT 10 K
mass ratio from peak positions = 1.405
energy width = 3.566 meV
momentum width as bare energy = 5.008 meV
mass ratio x energy width = 5.011 meV
bare lifetime = 131.4 fs
quasiparticle lifetime = 184.6 fs
path from v* tau* = 265.6 nm
10 K Kubo resistivity, lambda 0.0 = 0.1498 uOhm cm
10 K Kubo resistivity, lambda 0.4 = 0.1502 uOhm cm
10 K Kubo resistivity, lambda 1.2 = 0.1511 uOhm cm
RESISTIVITY WITH VERTEX CORRECTIONS
10 K: transport width = 5.000 meV
10 K: rho = 0.1498 uOhm cm
10 K: m* with bare tau (wrong) = 0.2097 uOhm cm
10 K: m_b with tau* (wrong) = 0.1070 uOhm cm
10 K: mean free path = 266.19 nm
300 K: transport width = 61.393 meV
300 K: rho = 1.8388 uOhm cm
300 K: m* with bare tau (wrong) = 2.5744 uOhm cm
300 K: m_b with tau* (wrong) = 1.3135 uOhm cm
300 K: mean free path = 21.68 nm
400 K: transport width = 85.153 meV
400 K: rho = 2.5505 uOhm cm
400 K: m* with bare tau (wrong) = 3.5707 uOhm cm
400 K: m_b with tau* (wrong) = 1.8218 uOhm cm
400 K: mean free path = 15.63 nm
rho x path = 39.87 uOhm cm nm
300 K constant-trial width = 62.052 meV
300 K bubble width = 63.630 meV
300 K linear-law phonon width = 64.97 meV
WHERE THE MASS FACTOR SHOWS
10 K Drude half-width = 3.561 meV
10 K optical mass at 1 meV = 1.406 m_b
10 K optical mass at 1000 meV = 1.0029 m_b
Fermi-level slope lambda: 10 K 0.403, 300 K 0.155, 400 K 0.098
NEGLECTED EFFECTS
20 nm film, diffuse faces, 300 K: rho x 1.502
same film: rho = 2.762 uOhm cm
rough optical band mass 1.5 m_e, 300 K: rho = 2.758 uOhm cm
finite-band change at 400 K = 1.5e-05 (relative)
Migdal parameter lambda*OD/EF = 1.4e-03
kF x path at 400 K = 273
```
